# Capacitance-Gradient Averaging in Amplitude-Modulated Kelvin Force Microscopy, part 2

A metal tip is held at a gap $z$ above a grounded metal surface made of patches $i$ with different work functions $\phi_i$. The tip has work function $\phi_t$ and bias $V=V_{dc}+V_{ac}\sin\omega t$. A lock-in amplifier adjusts $V_{dc}$ until the force at $\omega$ vanishes, at $V_{dc}=V_0$. The problem is how far this null departs from the local contact potential $V_i$ beneath the tip.

The potentials just outside the tip and patch $i$ are $\psi_t$ and $\psi_i$, with

$$\psi_t-\psi_i=V-\phi_t+\phi_i=V-V_i,\qquad V_i=\phi_t-\phi_i .\tag{5}$$

The algebra uses atomic units: the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ all equal one. A capacitance gradient is then a pure number; multiply it by $4\pi\varepsilon_0$ to return to SI units. A prime means $d/dz$, and forces on the tip are positive away from the sample.

$C_i$ is the capacitance between the tip and patch $i$, $C_{ij}$ that between two patches, and $C'=\sum_iC_i'$. For linear cantilever response and small driven motion, the null is

$$\boxed{V_0=\frac{\sum_iC_i'V_i}{\sum_iC_i'}=\sum_iw_iV_i,\qquad w_i=\frac{C_i'}{C'}}\tag{14}$$

or, for a continuous contact potential $V_{cpd}(\mathbf r)$ and capacitance density $c$,

$$V_0=\frac{\int c'(\mathbf r)\,V_{cpd}(\mathbf r)\,dA}{\int c'(\mathbf r)\,dA}.\tag{15}$$

The force amplitude at $\omega$ and the static force left at the null are

$$F_\omega=V_{ac}\,C'(V_{dc}-V_0),\tag{16}$$

$$F_0=\tfrac12\sum_iC_i'(V_i-V_0)^2+\tfrac12\sum_{i<j}C_{ij}'(V_i-V_j)^2 .\tag{20}$$

If the gap oscillates, with no frequency coincidences, cycle means $\langle\cdot\rangle$ enter:

$$V_0=\frac{\sum_i\langle C_i'\rangle V_i}{\sum_i\langle C_i'\rangle}.\tag{22}$$

The tip is now a sphere of radius $R$ with its centre at height $h=R+z=R\cosh\alpha$. Below it is a disc of radius $a$ (patch 1) in a uniform surround (patch 2). Image charges $q_n$ at heights $\zeta_n$, with mirror charges below the plane, give

$$q_n=\frac{R\sinh\alpha}{\sinh n\alpha},\qquad \zeta_n=R\sinh\alpha\coth n\alpha ,\tag{24}$$

$$c(r)=\sum_n\frac{q_n\zeta_n}{2\pi(r^2+\zeta_n^2)^{3/2}} ,\tag{25}$$

$$C_1=\sum_nq_n\left(1-\frac{\zeta_n}{\sqrt{a^2+\zeta_n^2}}\right),\qquad C=\sum_nq_n ,\tag{26}$$

where $r$ is the distance from the axis in the plane, $C$ is the total capacitance and $C_2=C-C_1$.

### A small gap

When $z\ll R$, the strongly interacting region has $r\ll R$. The local separation there is $z+r^2/2R$, and each small area acts as a parallel-plate capacitor:

$$c\simeq\frac1{4\pi(z+r^2/2R)},\qquad c'\simeq-\frac1{4\pi(z+r^2/2R)^2}.\tag{27}$$

With $u=r^2/2R$ and $r\,dr=R\,du$, integration over the disc gives

$$C_1'\simeq-\frac R2\int_0^{a^2/2R}\frac{du}{(z+u)^2}=-\frac R2\left(\frac1z-\frac1{z+a^2/2R}\right).$$

The whole plane gives $C'\simeq-R/2z$, so that

$$w_1\simeq\frac{a^2}{a^2+2Rz}.\tag{28}$$

At fixed $a$ and $R$ the weight tends to one as $z\to0$, and the null then approaches the potential beneath the tip. The condition is $a^2\gg2Rz$. It is not enough for the patch to be wider than the gap.

### A large gap and negative weights

When $h\gg R$, the first image dominates the density at distances $r$ comparable with $h$. Equation (25) gives

$$c\simeq\frac{Rh}{2\pi(r^2+h^2)^{3/2}},\qquad c'\simeq\frac{R(r^2-2h^2)}{2\pi(r^2+h^2)^{5/2}} .\tag{29}$$

The second expression follows from $\partial_h[h(r^2+h^2)^{-3/2}]=(r^2+h^2)^{-5/2}[(r^2+h^2)-3h^2]$. Close to the axis $c'$ is negative: raising the tip reduces the induced charge. Beyond $r=\sqrt2\,h$ it is positive. A higher tip spreads its field lines outward, and distant areas receive more of them. Since the total $C'$ is negative, these areas have negative weight.

The effect can be large for an isolated sphere. To leading order $C_1'\simeq-Ra^2/(a^2+h^2)^{3/2}$. The total charge of the first image does not vary with height, so $C'$ comes from the second image, $q_2=R^2/2h$, which gives $C'\simeq-R^2/2h^2$. For $a$ comparable with $h$,

$$w_1\simeq\frac{2h^2a^2}{R(a^2+h^2)^{3/2}} .\tag{30}$$

At $a=\sqrt2\,h$ this is $4h/(3\sqrt3\,R)$, which exceeds one when $h\gg R$. The null then lies beyond the potential of the disc, on the side away from the surround. This limit describes a bare sphere. A real probe also has a cone and a cantilever, whose contributions are important at large gaps.

### The null over a gold grain

Take a gold film in vacuum with a grain of radius $a=15$ nm and work function 5.3 eV, in a surround of 5.1 eV. The tip has $\phi_t=5.0$ eV and $R=20$ nm. The gap is 5 nm and the drive amplitude 1 V. The work functions are rough typical values for clean metals. Equation (5) gives

$$V_1=5.0-5.3=-0.3\ \text{V},\qquad V_2=5.0-5.1=-0.1\ \text{V}.$$

The image sums give $C_1'=-0.1210$ aF/nm and $C_2'=-0.0484$ aF/nm. Their sum is $-0.1694$ aF/nm, or $-1.522$ in atomic units. The patch weight is $0.1210/0.1694=0.714$, and

$$V_0=0.714(-0.3)+0.286(-0.1)=-0.243\ \text{V}.\tag{31}$$

The null misses the potential beneath the tip by 57 mV. With the tip work function known, one would infer a sample work function of $5.0+0.243=5.243$ eV, which is 0.057 eV below that of the grain. If this value were used in a Schottky-Mott estimate of a contact barrier, metal work function minus electron affinity, the error would pass unchanged into the barrier.

Weighting by capacitance would give a very different answer. The capacitances are 0.781 aF to the grain and 3.176 aF to the surround, so the grain holds a fraction 0.197 of the total. The corresponding average is $-0.1-0.2(0.197)=-0.139$ V. Most of the capacitance belongs to the surround, while most of its variation with height belongs to the grain.

An independent calculation solved the patched boundary-value problem. It expanded the potential in multipoles on the sphere with mirror images below the plane, integrated the stress over the sphere, and extracted the force at the drive frequency. Its null agreed with Eq. (14) to within $10^{-6}$ V at gaps of 2, 5, 10 and 20 nm. Raising the multipole order from 30 to 60 and then to 90 left the 5 nm result unchanged at the printed resolution.

If the bias were set to the grain potential, Eq. (16) would give

$$F_\omega=(1\ \text{V})(-0.1694\ \text{aF/nm})(-0.0571\ \text{V})=9.7\ \text{pN},$$

since 1 aF V$^2$/nm equals 1 nN. This is the signal that drives the feedback away from the local potential. With the stiffness and quality factor used below, a steady force of this size at resonance would correspond to a swing of $F_\omega Q_f/k\approx32$ nm, more than the gap. The linear response assumed here therefore holds only close to the null, where the driven motion is small.

At the null a static force remains. The first sum in Eq. (20) is $\frac12[-0.1210(0.0571)^2-0.0484(0.1429)^2]$ nN $=-0.69$ pN. The patch-patch term is $+0.52$ pN, and the total is $-0.17$ pN. The direct calculation confirmed that the patch-patch term is the same at biases of $-1$, 0, 0.5 and 1.5 V.

### Gap, patch size and tip oscillation

With the tip and grain held fixed, the weights and nulls are:

| Gap (nm) | Grain weight | Null (V) |
|---|---|---|
| 2 | 0.852 | −0.270 |
| 5 | 0.714 | −0.243 |
| 10 | 0.584 | −0.217 |
| 20 | 0.452 | −0.190 |

The null moves toward the surround as the tip is raised. The small-gap estimate, Eq. (28), gives $225/(225+80)=0.738$ at 2 nm and $225/(225+200)=0.529$ at 5 nm. These are 13% and 26% below the full sphere values. At 5 nm the estimate for the grain gradient is close, $-1.06$ against $-1.09$ in atomic units. The estimate for the surround is $-0.94$ against $-0.43$, so the error comes mainly from applying the parallel-plate form far from the axis.

At the 5 nm gap, the local weight changes sign at $r=51.8$ nm. The value $\sqrt2\,h=35$ nm from Eq. (29) is not accurate here because $h/R$ is only 1.25. If the disc is enlarged to this radius with its potential unchanged, its weight is 1.146 and the surround has weight $-0.146$. Then

$$V_0=1.146(-0.3)-0.146(-0.1)=-0.329\ \text{V},\tag{32}$$

which lies outside the interval from $-0.3$ to $-0.1$ V. The direct force calculation gave the same null to within $10^{-6}$ V.

Now return to the 15 nm grain and let the gap oscillate by 2 nm about 5 nm. Equation (22) gives $-0.248$ V, about 5 mV closer to the grain potential. The averaged grain weight is $\langle C'w_1\rangle/\langle C'\rangle$, which favours close approach because $|C'|$ is larger there, and $w_1$ is larger there too. This weighting supplies most of the shift; about 1 mV comes from the curvature of $w_1(z)$, since the plain cycle mean of the nulls is $-0.244$ V. In a time-domain calculation with 7 gap cycles and 44 drive cycles in the same interval, the drive-frequency force at this averaged null was below $|\langle C'\rangle|V_{ac}$ times $10^{-6}$ V. At the static null it exceeded $|\langle C'\rangle|V_{ac}$ times $10^{-3}$ V.

### The rest of the probe

The sphere is only the end of the probe. Consider a cone of height $H=12$ µm and half angle $\theta=15^\circ$, carried by a cantilever 225 µm long and 30 µm wide. These are rough typical dimensions. Both parts are assumed to face a surface at the surround potential.

For the cone, place the vertex on the plane. For a long cone the potential then depends only on the polar angle $\vartheta$ measured from the cone axis, and Laplace's equation makes $\sin\vartheta\,d\psi/d\vartheta$ constant. The field on the cone at distance $s$ from the vertex is therefore the voltage divided by $s\,\Lambda\sin\theta$, where $\Lambda=\int_\theta^{\pi/2}d\vartheta/\sin\vartheta=\ln\cot(\theta/2)$. The factor $\sin\theta$ expresses the crowding of field lines onto a narrow cone. The outward stress is the squared field over $8\pi$, and the projected area of a ring is $2\pi\sin^2\theta\,s\,ds$. Integrating the force and using $F=\frac12C'V^2$ gives

$$C'_{cone}\simeq-\frac{1}{2\Lambda^2}\ln\frac{H/\cos\theta}{R/\tan\theta} .\tag{33}$$

The lower limit is where the cone is tangent to the sphere. The result is $-0.069$ aF/nm. Adding this to the gradient of a complete sphere ignores the way the two parts alter each other's field. For a sphere joined smoothly to a cone of this height the total is about $-0.27$ aF/nm, compared with $-0.24$ from simple addition, while the grain gradient hardly changes. The estimates below therefore understate the displacement of the null: the joined shape gives about $-0.190$ V with the cone and $-0.156$ V with the cantilever as well, instead of $-0.201$ and $-0.160$ V.

The cantilever is treated as a parallel plate of area $A$ at height $H$, whose gradient is $-A/4\pi H^2$. Its load is distributed, whereas the tip force acts at the free end. In the first bending mode, virtual work weights each load by the local displacement. A uniform load is therefore equivalent to an end force reduced by the mean displacement divided by the end displacement. For a uniform beam clamped at one end this factor is 0.3915, and

$$C'_{lever}\simeq-0.3915\,\frac{A}{4\pi H^2}\;\longrightarrow\;-0.162\ \text{aF/nm}.\tag{34}$$

This is almost as large as the gradient of the whole sphere. Fields at the long edges of the cantilever, omitted here, would raise it by about 17%. Adding the cone moves the null from $-0.243$ to $-0.201$ V. Adding the cantilever as well gives

$$w_1=\frac{0.1210}{0.1694+0.0692+0.1625}=0.302,\qquad V_0=-0.160\ \text{V}.\tag{35}$$

The null now misses the grain potential by about 140 mV. These added terms also remove the out-of-range result of Eq. (32). The larger disc has $C_1'=1.146(-0.1694)=-0.194$ aF/nm, so its weight becomes $0.194/0.401=0.48$. In this estimate the negative contribution to the surround's weight comes from the sphere alone, and the cantilever term outweighs it.

### The model beside a real measurement

The tip radius, gap, drive voltage and cantilever dimensions are illustrative inputs, not those of a particular instrument. A single round grain in a uniform surround is an idealization, since a polycrystalline film has many grains and adsorbates can change their work functions. The assumption with the largest effect, among those estimated here, is that the probe ends at the sphere. Including the cone and cantilever moves the null by about 83 mV. That figure is itself an estimate, because it uses simplified fields, ignores cantilever tilt and assumes drive at the first resonance.

The other effects are smaller for these settings:

- **Metallic screening.** The free-electron screening length is $\lambda=(E_F/6\pi n)^{1/2}$ for electron density $n$ and Fermi energy $E_F$. A rough gold density of $5.9\times10^{28}$ m$^{-3}$ gives 0.059 nm. Lengthening the gap by $2\lambda$, one for each metal, shifts the null by 0.8 mV. This gives only the size of the effect, about 1 mV: at a real surface the effective plane can lie slightly outside the metal, which would reverse the sign.
- **Field and tunnelling.** The peak field at the tip apex is 2.5 MV/cm. The tunnelling factor $\exp(-2\kappa z)$, with $\kappa$ evaluated at the mean barrier height, is about $10^{-47}$, so electron transfer across the gap is negligible.
- **Thermal noise.** For stiffness $k=3$ N/m, resonance at 70 kHz and quality factor $Q_f=10^4$, the damping constant is $k/(\omega_0Q_f)$. The thermal force in bandwidth $B$ is $(4k_BTkB/\omega_0Q_f)^{1/2}$. At 300 K and 100 Hz this is 0.034 pN. Dividing by $|C'|V_{ac}$ for the sphere gives 0.2 mV, or about 0.3 mV if $B$ is the low-pass noise bandwidth of the demodulated amplitude. The resonance half-width is only 3.5 Hz here, so over most of a 100 Hz band the cantilever response is reduced and detector noise, omitted here, can matter.

The displacement of the null is therefore well above the estimated thermal noise. Longer averaging would reduce that noise but would leave the displacement unchanged, because Eq. (14) fixes it through the geometry and the patch potentials. With this force signal, the local potential can be recovered by using a geometry in which $w_1$ is close to one, or by a deconvolution of Eq. (15) with a kernel $c'(\mathbf r)$ that includes the whole probe. Detecting the force gradient instead of the force replaces $C_i'$ by $C_i''$ in the weights. This nearly removes the cantilever and favours the area beneath the tip, although the result is still an average. The numerical output gives the values for the sphere to further digits. Its entries that include the cone use a cruder field, the voltage divided by the arc length from cone to plane, and are replaced by Eqs. (33) and (35).

## Computed results

```
tip radius 20.0 nm, gap 5.0 nm, patch radius 15.0 nm
work functions tip/patch/surround 5.0 5.3 5.1 eV
contact potentials patch/surround -0.300 -0.100 V
drive amplitude 1.0 V
capacitance to patch / surround 0.7811 3.1763 aF
capacitance gradient, patch -0.12099 aF/nm
capacitance gradient, surround -0.04838 aF/nm
total gradient over 4 pi eps0 (atomic units) -1.5222
gradient weight of patch 0.7144
capacitance weight of patch, for contrast 0.1974
null from weighted average -0.24287 V
null from direct force -0.24287 V
null minus potential beneath tip 57.13 mV
null shift, multipole order 30 to 60: 0.0e+00 V
null shift, multipole order 60 to 90: 0.0e+00 V
drive-frequency force at bias = patch potential 9.676 pN
static force left at null -0.1732 pN
bias-independent patch-patch force 0.5180 pN
gap 2 nm: patch weight 0.8523, null -0.27046 V, direct -0.27046 V
gap 5 nm: patch weight 0.7144, null -0.24287 V, direct -0.24287 V
gap 10 nm: patch weight 0.5841, null -0.21682 V, direct -0.21682 V
gap 20 nm: patch weight 0.4520, null -0.19040 V, direct -0.19040 V
radius where local weight changes sign 51.84 nm
weight of a disc of that radius 1.1464
null over a disc of that radius -0.32929 V
gap oscillation amplitude 2.0 nm: null -0.24760 V
lever length/width 225 30 um, cone height 12 um
cone half angle 15 deg
first-mode load factor of lever 0.3915
estimated gradient, cone -0.01112 aF/nm
estimated effective gradient, lever -0.16249 aF/nm
null with cone -0.2341 V
null with cone and lever -0.1706 V
patch weight with cone and lever 0.3528
gold electron density used 5.9e+28 per m^3
screening length 0.0587 nm
null shift from screening 0.828 mV
peak field at tip apex 2.476 MV/cm
log10 of tunnelling factor -46.8
spring constant 3 N/m, resonance 70 kHz, quality factor 10000
bandwidth 100 Hz, temperature 300 K
thermal force noise 0.0336 pN
equivalent voltage noise 0.198 mV
```
